\section*{Why hafnia and zirconia resist separation by wet fluoride etching}

\section{Two ions of one size}

In a relativistic atomic calculation the outermost filled shell of Zr$^{4+}$, the 4p shell, has a mean radius of 0.695~\AA. The corresponding 5p shell of Hf$^{4+}$ has a mean radius of 0.689~\AA, although it belongs to the next row of the periodic table. If fourteen protons and all fourteen 4f electrons are removed from hafnium, the 5p radius rises to 0.868~\AA.

In the ionic picture, these ions are what an etchant meets in the two oxides: closed shells, charge $4+$, no valence d electrons. With equal charge and nearly equal size, replacing one ligand by another of the same charge can be expected to cost about the same energy for both metals; the exchange of hydroxide for fluoride is tested below. The cancellation behind the equal sizes is not the same for every orbital, however, and it concerns the metals, not the condition of the films. The second point matters most in practice.

\section{Separating the causes}

The radii are means $\langle r\rangle$ for spherical atoms in the local density approximation (LDA), with fixed occupations and a point nucleus. Valence s and d radii refer to neutral atoms with configuration d$^2$s$^2$; outer p radii refer to the $4+$ ions. In atomic units, with $E$ measured from the rest energy, the large and small radial functions $P$ and $Q$ obey
\begin{align}
c\left(P'+\frac{\kappa}{r}P\right)&=(E-V+2c^2)\,Q, \label{eq:d1}\\
c\left(-Q'+\frac{\kappa}{r}Q\right)&=(E-V)\,P, \label{eq:d2}
\end{align}
where $\kappa$ labels the angular momentum and $V$ contains the nuclear, Hartree and exchange-correlation potentials. The equations were solved by matrix diagonalization in a Gaussian basis, repeated until $V$ was self-consistent. Spin-orbit partners are averaged by degeneracy. The nonrelativistic values come from the limit $c\to\infty$, the Schr\"odinger equation.

To isolate the 4f shell, consider hafnium without 4f: nuclear charge $72-14=58$, no 4f electrons, and all other occupations unchanged. The neutral version is an artificial configuration of cerium, but the $4+$ version is the real ion Ce$^{4+}$. Let the subscript 0 denote this species, and let N and R mean nonrelativistic and relativistic. Adding and subtracting $r_0^{\rm N}$, $r_{\rm Hf}^{\rm N}$ and $r_{\rm Zr}^{\rm N}$ gives
\begin{align}
r_{\rm Hf}^{\rm R}-r_{\rm Zr}^{\rm R}
={}&\underbrace{(r_0^{\rm N}-r_{\rm Zr}^{\rm N})}_{\text{extra shell}}
+\underbrace{(r_{\rm Hf}^{\rm N}-r_0^{\rm N})}_{\text{4f filling}}\nonumber\\
&+\underbrace{\left[(r_{\rm Hf}^{\rm R}-r_{\rm Hf}^{\rm N})-(r_{\rm Zr}^{\rm R}-r_{\rm Zr}^{\rm N})\right]}_{\text{relativity}} .
\label{eq:split}
\end{align}
The last bracket subtracts zirconium's own relativistic change, since only the difference between the metals is wanted. The contributions, in \AA, are:

\begin{center}
\begin{tabular}{lrrrr}
Orbital & Shell & 4f & Relativity & Total\\
Valence s & $+0.289$ & $-0.308$ & $-0.124$ & $-0.142$\\
Valence d & $+0.177$ & $-0.128$ & $+0.056$ & $+0.105$\\
Outer p, $4+$ & $+0.179$ & $-0.166$ & $-0.019$ & $-0.006$
\end{tabular}
\end{center}

The valence s orbital is overcompensated: hafnium's 6s is smaller than zirconium's 5s. The valence d orbital is undercompensated: 5d remains larger than 4d. Close cancellation occurs in the outer p shell, which bounds the ion in the oxide. There the 4f shell does most of the work. Without relativity the radii would already be close, 0.713~\AA{} for Hf$^{4+}$ and 0.700~\AA{} for Zr$^{4+}$; relativity turns this excess of 0.013~\AA{} into a deficit of 0.006~\AA. That sign belongs to the spin-orbit average: the p$_{1/2}$ partner is about 0.03~\AA{} smaller in Hf$^{4+}$ than in Zr$^{4+}$, while the p$_{3/2}$ partner is about 0.006~\AA{} larger.

The same closeness appears in the outer electron density. The radius at which it falls to 0.01 electrons per cubic bohr is 1.229~\AA{} for both Zr$^{4+}$ and Hf$^{4+}$, against 1.399~\AA{} for Ce$^{4+}$.

The split depends on the order of the steps. If all atoms are treated relativistically from the start, the shell and 4f contributions to valence s are
\begin{align}
2.187-1.955&=+0.232~\text{\AA},\\
1.813-2.187&=-0.374~\text{\AA}.
\end{align}
The total is unchanged, but 4f filling now takes a larger share. The reason is that relativity shortens the s radius by 0.103~\AA{} without the 4f shell and its protons, and by 0.170~\AA{} with them. The two causes reinforce each other, so no unique percentage belongs to either.

\section{Why 4f filling pulls the other shells inward}

Going from species 0 to hafnium adds fourteen protons and fourteen 4f electrons. Let $f_{\rm out}(r)$ be the fraction of the 4f charge beyond radius $r$. By Gauss's law, an electron at $r$ feels only the added charge inside that radius:
\begin{equation}
\Delta Z(r)=14-14\,[1-f_{\rm out}(r)]=14f_{\rm out}(r).
\label{eq:charge}
\end{equation}
If the 4f shell lay wholly inside an outer orbital, $\Delta Z$ would vanish there and the added charges would exert no direct pull. The 4f shell is compact, with a mean radius of 0.355~\AA{} in Hf$^{4+}$, but the outer orbitals penetrate it. Averaging Eq.~(\ref{eq:charge}) over an orbital's radial density gives 1.83 unscreened charges for the outer p shell, 0.51 for valence d and 0.20 for valence s.

These averages do not rank the contractions: valence s has the smallest average but the largest 4f shift in \aa ngstr\"oms. The average charge is not the whole direct effect, as the potential shows. The added inward force is $14f_{\rm out}/r^2$, so the added potential energy $\delta V$ satisfies
\begin{equation}
\frac{d\,\delta V}{dr}=\frac{14f_{\rm out}(r)}{r^2}.
\end{equation}
Since $\delta V$ vanishes at infinity, integration from $r$ outward gives
\begin{equation}
\delta V(r)=-14\int_r^\infty\frac{f_{\rm out}(s)}{s^2}\,ds .
\label{eq:dv}
\end{equation}
The small inner lobes of the valence s orbital lie where the 4f electrons screen little of the added nuclear charge. They therefore supply most of its average charge, although they hold little of its density, and the factor $1/s^2$ gives them still more weight in the potential. Equation~(\ref{eq:dv}) describes the direct effect alone. The computed radii also include the rearrangement of all other shells, so neither the average charge nor $\delta V$ explains the order of the shifts by itself.

\section{Why relativity acts in opposite directions}

The direct effect can be solved for one electron in the field $V=-Z/r$. For the lowest s state, $\kappa=-1$, try $P=Ar^\gamma e^{-Zr}$ and $Q=Br^\gamma e^{-Zr}$. Matching the $1/r$ terms in Eqs.~(\ref{eq:d1}) and (\ref{eq:d2}) gives
\begin{equation}
cA(\gamma-1)=ZB,\qquad -cB(\gamma+1)=ZA .
\end{equation}
Multiplying the two equations and dividing by $AB$ gives $-c^2(\gamma^2-1)=Z^2$, so
\begin{equation}
\gamma=\sqrt{1-Z^2/c^2}.
\end{equation}
The positive root keeps the state normalizable. The terms without $1/r$ then agree as well, with $E=c^2(\gamma-1)$. Both components have the same radial shape, and therefore
\begin{equation}
\langle r\rangle=
\frac{\int_0^\infty r^{2\gamma+1}e^{-2Zr}dr}
{\int_0^\infty r^{2\gamma}e^{-2Zr}dr}
=\frac{2\gamma+1}{2Z}.
\label{eq:contract}
\end{equation}
For $c\to\infty$, $\gamma\to1$ and the radius becomes $3/(2Z)$. At finite $c$, $\gamma<1$ and the orbital is smaller, more so at larger $Z$.

In a many-electron atom the contracted inner shells also screen the nucleus better, which loosens the outer orbitals. An interpretation consistent with the results is that direct contraction prevails for s and, on average, for outer p, while better screening prevails for d. The calculation gives the net changes, not these two parts separately. In hafnium they are $-0.170$~\AA{} for valence s, $-0.024$~\AA{} for outer p and $+0.086$~\AA{} for valence d. Relativity therefore helps to offset the extra shell in s and p, and works against the offset in d.

\section{From equal size to nearly equal exchange energies}

Bond lengths were computed for isolated tetrahedral molecules by the Hartree--Fock method in a small polarized basis (def2-SVP). Effective core potentials left twelve explicit electrons on each metal, and each minimum was interpolated from three bond lengths. In M(OH)$_4$ the M--O--H angle was held straight and the O--H length fixed at 0.95~\AA.

The M--F lengths in MF$_4$ are 1.899~\AA{} for zirconium and 1.910~\AA{} for hafnium. The M--O lengths are 1.935 and 1.942~\AA. Hafnium's bonds come out about 0.01~\AA{} longer, whereas its outer p shell is slightly smaller. With a larger basis on the metal (def2-TZVP) the differences shrink to 0.006~\AA{} for M--F and 0.002~\AA{} for M--O. Differences this small should not be used to rank the metals at this level of theory; the usable result is their near equality.

A simple model of fluoride attack replaces hydroxide by fluoride:
\begin{equation}
{\rm M(OH)_4+4HF\rightarrow MF_4+4H_2O}.
\label{eq:reaction}
\end{equation}
Its Hartree--Fock energy is $-197.0$~kJ/mol for zirconium and $-198.2$~kJ/mol for hafnium. Subtracting the zirconium reaction from the hafnium reaction removes the free HF and water:
\begin{align}
\Delta E={}&[E({\rm HfF_4})-E({\rm Hf(OH)_4})]\nonumber\\
&-[E({\rm ZrF_4})-E({\rm Zr(OH)_4})].
\end{align}
The result is $\Delta E=-1.2$~kJ/mol, where a negative sign means that fluoride favours hafnium. Electron correlation, added by second-order perturbation theory at bond lengths common to both metals, changes it to $-1.5$~kJ/mol. Neither the size nor the sign of these values is converged. With the def2-TZVP basis on the metal, $\Delta E$ becomes $+1.2$~kJ/mol at the Hartree--Fock level, about $+3$~kJ/mol with correlation added at common bond lengths, and about $+2$~kJ/mol with each molecule at its own correlated minimum. The calculation shows only that $|\Delta E|$ is a few kJ/mol, not which metal fluoride favours. The large driving force of this exchange is shared, and only a small remainder distinguishes the metals.

There is a reason why this remainder can be smaller than a size difference alone suggests. Suppose the metals differ in a single small size parameter $\delta$. To leading order, changing Zr to Hf shifts the energy of the complex with ligand X by $a_{\rm X}\delta$, apart from a constant belonging to the metal. The constant cancels in the exchange, leaving
\begin{equation}
\Delta E\simeq(a_{\rm F}-a_{\rm OH})\,\delta .
\label{eq:double}
\end{equation}
The size difference is small, and it is multiplied by the difference between two ligand responses, not by either response itself. The remainder is therefore especially small if fluoride and hydroxide, which carry the same charge, respond alike. Equation~(\ref{eq:double}) fails when the metals also differ in charge, in d occupation or in accessible oxidation states. Cerium is such a case, because it has a 3+ state in water that a reducing solution can exploit.

\section{How much selectivity the exchange provides}

Assume that exchange of one ligand limits the etch rate, that both metals have the same rate prefactor, and that half of the difference in ligand-exchange energy appears in the barrier. The difference per ligand is $\epsilon=\Delta E/4$, so the barriers differ by $\epsilon/2$ and the rate ratio is
\begin{equation}
S=\frac{k_{\rm Hf}}{k_{\rm Zr}}
=\exp\left(-\frac{\epsilon}{2RT}\right)
=\exp\left(-\frac{\Delta E}{8RT}\right).
\label{eq:s}
\end{equation}
At 298~K, $RT=2.48$~kJ/mol. The Hartree--Fock value $\epsilon=-0.30$~kJ/mol gives
\begin{equation}
S=\exp\left(\frac{0.30}{2\times2.48}\right)=1.06 .
\end{equation}
With correlation, $\epsilon=-0.38$~kJ/mol and $S=1.08$. Removing 5~nm of hafnia would then cost $5/1.06=4.7$~nm of exposed zirconia, or 4.6~nm with correlation, if equal rates per metal site mean equal rates of thickness loss. The larger metal basis gives $S$ between 0.86 and 0.94 instead, so these figures show only that $S$ lies within about 15\% of one; they do not tell which metal reacts faster.

For a selectivity of 20, Eq.~(\ref{eq:s}) requires
\begin{equation}
|\epsilon|=2RT\ln20=14.85~{\rm kJ/mol},
\end{equation}
some twenty to fifty times the values computed in the two bases. Heating does not help in this model: at 353~K the ratios are 1.05 and 1.07, because a fixed energy difference counts for less as $RT$ grows. Nor does the assumed barrier share decide the matter. If the whole correlated difference for all four ligands entered the barrier, the ratio would be $\exp(1.51/2.48)=1.8$ in the small basis, and about 3 in zirconium's favour for the largest value found in the larger basis, both far short of 20.

These ratios concern only the exchange of four hydroxides for four fluorides in isolated molecules. To dissolve as MF$_6^{2-}$, the metal must also bind two more fluorides, and water takes part. These steps change the number of ligands and the charge of the complex, so the responses before and after need not be alike, and the near cancellation in Eq.~(\ref{eq:double}) cannot be assumed for them. The model therefore neither establishes which oxide etches faster in solution nor sets an upper limit to the selectivity there.

The atomic conclusion was tested against one of its approximations. Leaving out correlation in the LDA changes the Hf-minus-Zr differences to $-0.154$~\AA{} for s, $+0.120$~\AA{} for d and $-0.007$~\AA{} for p. The signs and the near equality of the p shells remain.

\section{Real films and process choices}

Measured ionic radii agree with the main pattern: Zr$^{4+}$ and Hf$^{4+}$ differ by roughly 0.01~\AA, while Ce$^{4+}$ is larger by between 0.1 and 0.2~\AA. The 5~nm film is of the thickness used in gate and capacitor stacks. The least realistic assumption is that both films present equivalent metal sites. Real films differ in crystallinity, density, grain boundaries, impurities and ion damage, and crystallized hafnia can dissolve far more slowly in dilute HF than amorphous or damaged hafnia. Such differences can outweigh the ratios computed here by a wide margin. The model contains neither lattice energy nor film structure, so it cannot predict an absolute etch rate or the size of that contrast.

For process work this suggests the following, provided that both oxides dissolve by the same fluoride route.

\begin{itemize}
\item Do not count on heating to create high selectivity through the metal ion alone: in this model it brings the ratio closer to one. For a selectivity of 20 at equal prefactors, the reagent would have to make the two barriers differ by $RT\ln20$, about 7~kJ/mol at 298~K, far more than the exchange of hydroxide for fluoride provides here.
\item Compare films of matched phase, density and thermal history before attributing selectivity to the metal. If a large ratio disappears on matching, it came from the film condition.
\item Use that condition deliberately where the stack allows it: crystallize the oxide that must stay, and keep amorphous, or damage, the one that must go. The contrast has to be measured on the actual films, since a later anneal may remove it.
\item Do not rely on repeated short etches. If the rate ratio stays at $S$, every cycle removes $1/S$ as much zirconia as hafnia, and so does their sum.
\item Where neither film can be conditioned separately, place a chemically different stop layer between them, or choose a sequence in which both oxides may be removed together.
\end{itemize}
